# Virtual gates for a double dot from the inverse lever-arm matrix

A simulation of a silicon double dot is to raise the electrochemical potential of dot 1 by 1 meV while dot 2 stays where it is. Two gate voltages must be entered for the end point, and the decision is whether gate 2 may keep its old value. If it may, and if gate 1 may likewise stay fixed when dot 2 is moved, one number per dot describes the device. If not, moving one dot while holding the other needs a combination of both gates, and that combination must be found from quantities that can be measured.

## The one-gate scheme and its error

Gate 1 lies over dot 1 and gate 2 over dot 2, at a Si/SiO$_2$ interface. Let $\mu_i$ be the energy needed to add the last electron to dot $i$, counted from the Fermi level of the reservoirs. With $e>0$, a positive gate step lowers the energy of an electron. The naive scheme assigns to dot 1 one lever arm $\alpha_{11}$, the fraction of a gate-1 step that reaches dot 1, and sets

$$\Delta V_1=-\frac{\Delta\mu_1}{e\,\alpha_{11}},\qquad \Delta V_2=0 .$$

In the example below $\alpha_{11}=0.3507$. A rise of 1 meV then needs $\Delta V_1=-1/0.3507=-2.851$ mV, since $e$ times 1 mV is 1 meV. Dot 1 does move by 1 meV, but dot 2 rises by 0.446 meV, almost half as much. To see where this comes from, and whether one fixed recipe can remove it, we need $\mu_i$ as a function of both voltages.

## How the potentials depend on the gates

Treat the dots as small conductors with fixed capacitances. Gate $j$ couples to dot $i$ through $G_{ij}$, the dots couple to each other through $C_m$, and dot $i$ couples to everything else, held at zero voltage, through $C_{0i}$. Let $\phi_i$ be the electrostatic potential of dot $i$. The charge on dot 1 is the sum over its capacitors:

$$q_1=\sum_j G_{1j}(\phi_1-V_j)+C_m(\phi_1-\phi_2)+C_{01}\phi_1 .$$

Collect the terms in $\phi_1$ into the total capacitance $C_{11}=G_{11}+G_{12}+C_m+C_{01}$, and do the same for dot 2. In matrix form,

$$q=C\phi-GV,\qquad C=\begin{pmatrix}C_{11}&-C_m\\-C_m&C_{22}\end{pmatrix},\qquad \phi=C^{-1}(q+GV).$$

The dots hold whole numbers of electrons, so $q=-eN$ with $N=(N_1,N_2)$. Fixed offset charges only add a constant to each $\mu_i$ within a charge state, so they do not affect its changes and are left out.

The gates are held at fixed voltage by sources, which do work when charge flows. The energy that decides the charge state is therefore the field energy minus $V^TQ$, where $Q$ is the charge on the gates. The field energy is half the sum of charge times potential, so

$$U=\tfrac12\phi^Tq+\tfrac12V^TQ-V^TQ=\tfrac12\phi^Tq-\tfrac12V^TQ .$$

The gate charges are $Q_j=\sum_iG_{ij}(V_j-\phi_i)$, or $Q=\Gamma V-G^T\phi$ with $\Gamma$ diagonal and $\Gamma_{jj}=\sum_iG_{ij}$. Insert $q$ and $Q$:

$$U=\tfrac12\phi^TC\phi-\tfrac12\phi^TGV-\tfrac12V^T\Gamma V+\tfrac12V^TG^T\phi .$$

The second and fourth terms are the same number with opposite signs and cancel. The third does not contain $N$. With the solution for $\phi$,

$$U=\tfrac12(-eN+GV)^TC^{-1}(-eN+GV)+\text{terms free of }N .$$

Write $K=C^{-1}$, which is symmetric, and expand. The two cross terms are equal, which removes the factor one half:

$$U=\tfrac12e^2N^TKN-e\,N^TKGV+\text{terms free of }N .$$

Now subtract the energy with one electron fewer on dot $i$. The quadratic part gives $\tfrac12e^2[2(KN)_i-K_{ii}]$, and the linear part gives $-e(KGV)_i$. Hence

$$\mu_i(N)=e^2\left[(KN)_i-\tfrac12K_{ii}\right]-e(\alpha V)_i,\qquad \alpha=C^{-1}G .$$

Within one charge state the first term is constant, so

$$\Delta\mu=-e\,\alpha\,\Delta V .\tag{1}$$

In this model the relation is linear for steps of any size, and $\alpha$ is the same in every charge state.

The example has $G_{11}=6.0$, $G_{12}=1.5$, $G_{21}=1.8$, $G_{22}=5.0$ and $C_m=2.0$ aF, with total capacitances 18.0 and 16.0 aF. Then $\det C=18\cdot16-2^2=284$ aF$^2$, and

$$K=\frac1{284}\begin{pmatrix}16&2\\2&18\end{pmatrix}\text{aF}^{-1},\qquad
\alpha=\frac1{284}\begin{pmatrix}99.6&34.0\\44.4&93.0\end{pmatrix}=\begin{pmatrix}0.3507&0.1197\\0.1563&0.3275\end{pmatrix}.$$

The entry $\alpha_{21}$ explains the naive error: $0.1563\times2.851=0.446$ meV. It has two sources. In $44.4=18\cdot1.8+2\cdot6.0$, the first part is the direct coupling of gate 1 to dot 2. The second is the coupling that passes through dot 1 and the mutual capacitance.

## A first repair, and what it still lacks

Dot 2 is held if gate 2 cancels the effect of gate 1 on it:

$$\alpha_{21}\Delta V_1+\alpha_{22}\Delta V_2=0\quad\Rightarrow\quad \Delta V_2=-\frac{\alpha_{21}}{\alpha_{22}}\Delta V_1=-0.4774\,\Delta V_1 .$$

This fixes the direction of the move. Suppose we keep the old $\Delta V_1=-2.851$ mV and add this compensation. Gate 2 also acts on dot 1, and in the opposite sense to gate 1. Per unit of $\Delta V_1$, the lever arm that dot 1 now feels is

$$\alpha_{11}-\alpha_{12}\frac{\alpha_{21}}{\alpha_{22}}=\frac{\alpha_{11}\alpha_{22}-\alpha_{12}\alpha_{21}}{\alpha_{22}}=\frac{\det\alpha}{\alpha_{22}}=0.2935 .$$

Dot 1 therefore rises by $0.2935\times2.851=0.837$ meV instead of 1 meV. Both requirements must be imposed together.

## The inverse matrix

Let the wanted shifts be $\Delta\mu_1$ and $\Delta\mu_2$, and set $u_i=-\Delta\mu_i/e$. Equation (1) reads

$$\alpha_{11}\Delta V_1+\alpha_{12}\Delta V_2=u_1,\qquad \alpha_{21}\Delta V_1+\alpha_{22}\Delta V_2=u_2 .$$

Multiply the first by $\alpha_{22}$, the second by $\alpha_{12}$, and subtract; $\Delta V_2$ drops out. Multiply the second by $\alpha_{11}$, the first by $\alpha_{21}$, and subtract; $\Delta V_1$ drops out. The result is

$$\Delta V=\alpha^{-1}u,\qquad \alpha^{-1}=\frac1{\det\alpha}\begin{pmatrix}\alpha_{22}&-\alpha_{12}\\-\alpha_{21}&\alpha_{11}\end{pmatrix}.\tag{2}$$

The new coordinates $u_1,u_2$ are the virtual gate voltages. Column 1 of $\alpha^{-1}$ tells how the real gates move when $u_1$ changes by one unit, and column 2 does the same for $u_2$.

Here $\det\alpha=0.3507\cdot0.3275-0.1197\cdot0.1563=0.0961$, and

$$\alpha^{-1}=\begin{pmatrix}3.407&-1.245\\-1.626&3.648\end{pmatrix}.$$

For $\Delta\mu=(1,0)$ meV we have $u=(-1,0)$ mV, so $\Delta V=(-3.407,\,+1.626)$ mV. The working point is $V=(17,23)$ mV with one electron in each dot, where $\mu_1=-3.074$ and $\mu_2=-3.984$ meV. After the move, energies summed capacitor by capacitor give $\mu_1=-2.074$ and $\mu_2=-3.984$ meV. Gate 1 travels $3.407/2.851=1.19$ times as far as in the naive scheme, because part of its action is undone by gate 2.

## When the inverse exists

Since $\alpha=C^{-1}G$,

$$\alpha^{-1}=G^{-1}C,\qquad \det\alpha=\frac{\det G}{\det C}.$$

Each total capacitance exceeds $C_m$, so $\det C=C_{11}C_{22}-C_m^2>0$. The scheme therefore fails when $G_{11}G_{22}=G_{12}G_{21}$. Both gates then act on the two dots in the same proportion, and no combination can separate them. In the example $\det G=6.0\cdot5.0-1.5\cdot1.8=27.3$ aF$^2$, and $27.3/284=0.0961$, as before.

Two limits show the role of the mutual capacitance. First, let each gate couple directly to its own dot alone, $G_{12}=G_{21}=0$. Then

$$\alpha^{-1}=\begin{pmatrix}C_{11}/G_{11}&-C_m/G_{11}\\-C_m/G_{22}&C_{22}/G_{22}\end{pmatrix}.$$

Compensation is still needed, because a change of potential on dot 1 reaches dot 2 through $C_m$. It disappears when $C_m$ vanishes as well.

Second, let $C_m$ grow with the other capacitances fixed. With $C_{ii}=C_m+s_i$,

$$\det C=(C_m+s_1)(C_m+s_2)-C_m^2=C_m(s_1+s_2)+s_1s_2 ,$$

so $\det\alpha$ falls as $1/C_m$ once $C_m$ is much larger than $s_1$ and $s_2$. In the same limit the entries of $C$, and with them those of $\alpha^{-1}=G^{-1}C$, grow in proportion to $C_m$. The dots approach a single conductor, and ever larger opposing gate steps are needed to move one potential against the other.

## Finding the matrix without knowing the capacitances

The capacitances of a device are not directly known, but $\alpha$ can be read from its charge stability diagram. Dot 1 takes its second electron where $\mu_1(2,1)=0$. Along that line $\mu_1$ does not change, so $\alpha_{11}dV_1+\alpha_{12}dV_2=0$. The line on which dot 2 takes its second electron is treated likewise:

$$r_1\equiv\frac{dV_1}{dV_2}\Big|_{\text{dot 1}}=-\frac{\alpha_{12}}{\alpha_{11}},\qquad r_2\equiv\frac{dV_2}{dV_1}\Big|_{\text{dot 2}}=-\frac{\alpha_{21}}{\alpha_{22}} .$$

For the example, the lines were located by finding the charge state of lowest energy. Dot 1's line lies at $V_1=34.997$ mV for $V_2=20$ mV and at 32.948 mV for $V_2=26$ mV, so $r_1=-2.048/6=-0.341$. Dot 2's line lies at $V_2=43.277$ mV for $V_1=14$ mV and at 40.412 mV for $V_1=20$ mV, so $r_2=-2.865/6=-0.477$.

Slopes give ratios within a row of $\alpha$, not its scale. The scale can come from the thermal width of a charge step. Let $f$ be the probability that the second electron is present and $g$ the ratio of the spin degeneracies with and without it. When other charge states are many $kT$ away, Boltzmann weights give

$$\frac{f}{1-f}=g\,e^{-\mu/kT}\quad\Rightarrow\quad \mu=kT\left[\ln g-\ln\frac{f}{1-f}\right].$$

At $f=1/4$ this is $kT(\ln g+\ln3)$, and at $f=3/4$ it is $kT(\ln g-\ln3)$. The degeneracy shifts the step but cancels from the difference, $2kT\ln3$. If gate $i$ alone must move by $w_i$ between these two points, then

$$\alpha_{ii}=\frac{2kT\ln3}{e\,w_i}.$$

At 1 K, $kT=0.08617$ meV and $2kT\ln3=0.1893$ meV. The computed widths are 0.5399 and 0.5782 mV, which give 0.3507 and 0.3275. With the slopes, $\alpha_{12}=-\alpha_{11}r_1=0.1197$ and $\alpha_{21}=-\alpha_{22}r_2=0.1563$. This agrees with $C^{-1}G$, which was not used to obtain it. On a device the method requires thermal broadening to be much larger than the broadening by tunnelling to the reservoir, and the electron temperature to be known. Tunnel broadening widens the step, so that $\alpha_{ii}$ comes out too small.

The slopes alone already fix the directions of the virtual gates. If the rows of $\alpha$ are known up to factors collected in a diagonal matrix $D$, the inverse becomes $(D\alpha)^{-1}=\alpha^{-1}D^{-1}$, which rescales its columns without turning them. Virtual gate 1 runs parallel to dot 2's addition line, since that is the line on which $\mu_2$ is constant: $-1.626/3.407=-0.477=r_2$.

## The procedure

1. Choose a working point $V_0$ inside one charge cell.
2. Measure $r_1$ and $r_2$ on one addition line of each dot near $V_0$.
3. Measure $w_1$ and $w_2$ at a known temperature, and build $\alpha$.
4. Compute $\det\alpha$. If it is no larger than its own uncertainty, the data do not show that the gates can separate the dots, and the procedure stops.
5. Form $\alpha^{-1}$ from equation (2) and apply $V=V_0+\alpha^{-1}u$ with $u=-\Delta\mu/e$.
6. Record the stability diagram again in the coordinates $u_1,u_2$. Dot 1's lines should now lie at constant $u_1$ and dot 2's at constant $u_2$. A remaining tilt calls for the correction below. Aligned lines confirm the directions of the virtual gates but not their energy scale, which rests on $w_1$, $w_2$ and the temperature.

## A wrong entry and its correction

Let $A$ be the estimate used in place of $\alpha$. A command $u$ produces the gate step $A^{-1}u$, and the dots respond with $-\Delta\mu/e=\alpha A^{-1}u$. The response matrix is

$$B=\alpha A^{-1}=\left[A+(\alpha-A)\right]A^{-1}=1+(\alpha-A)A^{-1}.$$

Suppose $A_{21}$ is 10% too low, 0.1407 instead of 0.1563, and the other entries are right. Then $\det A=0.0980$ and $(A^{-1})_{11}=0.3275/0.0980=3.34$. The leak into dot 2 is $B_{21}=0.0156\times3.34=0.052$, so a commanded rise of 1 meV in $\mu_1$ raises $\mu_2$ by 0.052 meV. That is about 12% of the error of the one-gate scheme.

The response contains its own cure, because $BA=\alpha A^{-1}A=\alpha$. Measure $B$, replace $A$ by $BA$, and in the linear model one pass restores the matrix; here the entry returns to 0.1563. If $B$ is measured with an error $\delta B$, the new matrix is wrong by $\delta B\,A$, so the precision of the response measurement sets the limit. Tilts alone give only the ratios within each row of $B$. Here $B_{22}=1-0.0156\times0.1197/0.0980=0.981$; if it is taken as 1, the update corrects the directions of the virtual gates but leaves row 2 of the matrix about 2% too large.

## Where holding a potential ends

Equation (1) applies at fixed $N$. When dot 1 gains an electron, the first term of $\mu_2$ changes by

$$\mu_2(2,1)-\mu_2(1,1)=e^2K_{21}=1.128\ \text{meV}.$$

This jump is larger than the shift we set out to make. With fixed capacitances it does not depend on the gate voltages, so no choice of $\alpha^{-1}$ removes it. A sweep that must continue across the boundary needs a separate offset of $\Delta\mu_2=-1.128$ meV on the far side.

The available range follows from the same formula. With $\mu_2$ held, dot 1 loses its electron when $\mu_1(1,1)$ reaches zero, 3.07 meV above the start. It gains one when $\mu_1(2,1)=\mu_1(1,1)+e^2K_{11}$ reaches zero. At the start this is $-3.074+9.026=5.95$ meV, so $\mu_1$ can be lowered by that amount. The 1 meV move stays inside the cell.

## The model beside a silicon device

The parameters are round numbers in the rough regime of silicon metal-oxide-semiconductor dots: addition energies near 10 meV, own lever arms of a few tenths, a dot spacing of 60 nm and operation at 0.1 K. The cross lever arms, a third to a half of the own lever arm in the same row of $\alpha$, are assumed values for strongly coupled gates and are not derived from a device geometry; wider spacing or better screening lowers these ratios. One assumption that real devices break is that of fixed capacitances, since an electron shifts sideways when the in-plane field changes. Take a parabolic dot with level spacing $\hbar\omega=2$ meV and the in-plane mass $0.19\,m_e$ of the lowest electron states at a (001) interface. An added force $F$ changes its energy to

$$\tfrac12m\omega^2x^2-Fx=\tfrac12m\omega^2\left(x-\frac F{m\omega^2}\right)^2-\frac{F^2}{2m\omega^2}.$$

As an estimate of $F$, use the mean slope between the dots, $1\ \text{meV}/60\ \text{nm}=0.0167$ meV/nm; the local value under a gate may be several times different, and since the energy shift goes as its square, the figures that follow give only an order of magnitude. The electron moves by 1.67 nm, and the held level falls by $\tfrac12\cdot0.0167\cdot1.67=0.014$ meV, or 1.4% of the step on dot 1. Because this shift grows as the square of the step, a 3 meV sweep would give nine times as much, about 0.13 meV, and $\alpha$ should then be measured again along the way.

Tunnel mixing is smaller here. A tunnel coupling of $t=20$ µeV mixes the one-electron states $(1,0)$ and $(0,1)$, whose energies differ by $\mu_2-\mu_1=-0.91$ meV at the start and $-1.91$ meV after the move. The resulting change of $\mu_2$ is about $t^2(1/0.91-1/1.91)$ with energies in meV, or 0.23 µeV; diagonalization with the two-electron states included gives 0.225 µeV for the spin singlet, while the triplet, which does not mix with $(2,0)$ and $(0,2)$ in this one-orbital model, keeps 0.23 µeV. This smallness depends on the direction of the sweep. Lowering $\mu_1$ by 0.91 meV would align the two states, and the shift would then be of order $t$ itself.

At 0.1 K, $kT$ is 8.6 µeV, far below the 2.07 meV that still binds the electron in dot 1 after the move. Spin degeneracy displaces an addition line by $kT\ln2=6.0$ µeV without tilting it, provided the valley splitting is well above $kT$; otherwise the second valley changes the offset. An assumed drop of 1.5 V across 10 nm of oxide gives 1.5 MV/cm, against a rough breakdown field of 10 MV/cm, and the tunnelling factor for gate leakage is roughly $e^{-100}$ for an ideal oxide without traps. Charge noise and changes of dot shape beyond a rigid displacement are not included in these estimates. Nor is the change of the mutual repulsion when the two electrons are displaced unequally: for a repulsion falling as the inverse distance, a relative shift of 1.67 nm changes it by about $1.128\times1.67/60\approx0.03$ meV, so on a device both the jump and $\alpha$ can differ between charge states. The complete set of values is in the numerical output.

## Table of computed values

```
gate capacitances dot 1 (gates 1,2): 6.0, 1.5 aF
gate capacitances dot 2 (gates 1,2): 1.8, 5.0 aF
mutual capacitance: 2.0 aF
capacitance to ground, dots 1,2: 8.5, 7.2 aF
total capacitance, dots 1,2: 18.0, 16.0 aF
charging energies, dots 1,2: 9.026, 10.155 meV
working point V1,V2: 17.0, 23.0 mV
mu_1, mu_2 at start, charge (1,1): -3.074, -3.984 meV
dot 1 line at V2=20, 26 mV: V1: 34.9966, 32.9484 mV
dot 2 line at V1=14, 20 mV: V2: 43.2765, 40.4120 mV
slope dV1/dV2 of dot 1 line: -0.3414 
slope dV2/dV1 of dot 2 line: -0.4774 
calibration temperature: 1.0 K
kT at calibration: 0.08617 meV
quarter-to-three-quarter widths, dots 1,2: 0.53989, 0.57821 mV
alpha row 1: 0.3507, 0.1197 
alpha row 2: 0.1563, 0.3275 
det alpha: 0.09613 
inverse row 1: 3.4066, -1.2454 
inverse row 2: -1.6264, 3.6484 
virtual move dV1,dV2 for +1 meV on dot 1: -3.4066, 1.6264 mV
mu_1, mu_2 after virtual move: -2.074, -3.984 meV
gate 1 alone: dV1 for +1 meV on dot 1: -2.8514 mV
gate 1 alone: unwanted shift of mu_2: 0.4458 meV
effective lever arm at unit dV1: 0.2935 
jump of mu_2 when dot 1 gains an electron: 1.1283 meV
guessed alpha_21, 10 percent low: 0.1407 
leak to mu_2 per meV commanded on dot 1: 0.0522 meV
repaired alpha_21: 0.1563 
dot spacing: 60 nm
orbital spacing: 2.0 meV
in-plane masses light, heavy: 0.19, 0.92 m_e
mean in-plane force change: 0.01667 meV/nm
displacement of held dot: 1.67 nm
polarisation shift, light mass: -13.93 ueV
polarisation shift, heavy mass: -2.88 ueV
tunnel coupling: 20.0 ueV
tunnel-mixing change of mu_2: 0.225 ueV
temperature of use: 0.1 K
kT in use: 8.62 ueV
spin-degeneracy offset kT ln2 in use: 5.97 ueV
oxide thickness: 10 nm
assumed oxide voltage drop: 1.5 V
oxide field: 1.50 MV/cm
rough breakdown field: 10 MV/cm
oxide barrier: 3.1 eV
oxide tunnelling mass: 0.42 m_e
WKB exponent of gate leakage: 101.4
```
